# The second hyperpolarizability of hydrogen from its fourth-order Stark energy

## Problem

A hydrogen atom in its ground state sits in a uniform static field \(\mathcal F\) along \(+z\). The nucleus is fixed, and spin and relativity are left out. The electron has charge \(-e\), so

\[
H=\frac{p^2}{2m}-\frac{e^2}{r}+e\mathcal F z .
\]

Find the energy through order \(\mathcal F^4\), and from it the second hyperpolarizability \(\gamma\), defined by

\[
E=E_0-\frac{\alpha}{2}\mathcal F^2-\frac{\gamma}{24}\mathcal F^4+\dots
\]

The factor 24 is part of the definition; a convention without it gives a different number for the same atom.

**Units.** Let \(a=\hbar^2/me^2\). Measuring lengths in \(a\) and energies in \(e^2/a\) turns the field term into \(Fz\), with \(F=\mathcal F a^2/e\), and

\[
H=H_0+Fz,\qquad H_0=-\tfrac12\nabla^2-\tfrac1r,\qquad E_0=-\tfrac12,\qquad \psi_0=\frac{e^{-r}}{\sqrt\pi}.
\]

A term \(F^2\) in the energy stands for \((e^2/a)(\mathcal Fa^2/e)^2=a^3\mathcal F^2\), and a term \(F^4\) for \((e^2/a)(\mathcal Fa^2/e)^4=(a^7/e^2)\mathcal F^4\). The units of \(\alpha\) and \(\gamma\) are therefore \(a^3\) and \(a^7/e^2\).

## A tempting solution

Write \(\psi=\psi_0+F\psi_1+F^2\psi_2+\dots\) and \(E=E_0+F^2E_2+F^4E_4+\dots\). Odd powers are absent from the energy: the reflection \(z\to-z\) turns \(H(F)\) into \(H(-F)\), so the energy of this nondegenerate level is even in \(F\).

The first two orders of \(H\psi=E\psi\) are

\[
(H_0-E_0)\psi_1=-z\psi_0,\qquad (H_0-E_0)\psi_2=-z\psi_1+E_2\psi_0 .
\]

**Reduction to polynomials.** Put \(\psi_n=g_n\psi_0\). Since \((H_0-E_0)\psi_0=0\), the derivatives must act at least once on \(g\):

\[
(H_0-E_0)(g\psi_0)=\psi_0\left(-\tfrac12\nabla^2g-\nabla g\cdot\nabla\ln\psi_0\right)=\psi_0\left(-\tfrac12\nabla^2 g+\frac{\partial g}{\partial r}\right),
\]

because \(\nabla\ln\psi_0=-\hat{\mathbf r}\). For \(g=r^kP_l(\cos\theta)\) the Laplacian gives \([k(k+1)-l(l+1)]r^{k-2}P_l\). The radial factor therefore changes by the rule

\[
r^k\;\to\;k\,r^{k-1}-\tfrac12\,[k(k+1)-l(l+1)]\,r^{k-2}. \tag{1}
\]

**First order.** The source is \(-r\cos\theta\), so \(l=1\). Rule (1) sends \(r^2\to2r-2\) and \(r\to1\). For \(Ar^2+Br\) to give \(-r\) we need \(2A=-1\) and \(-2A+B=0\), hence \(A=-\tfrac12\), \(B=-1\):

\[
g_1=-\left(r+\tfrac12r^2\right)\cos\theta .
\]

Ground-state averages of powers are

\[
\langle r^n\rangle=4\int_0^\infty r^{n+2}e^{-2r}dr=\frac{(n+2)!}{2^{n+1}},
\]

so for \(n=2,\dots,7\) they are \(3,\ \tfrac{15}2,\ \tfrac{45}2,\ \tfrac{315}4,\ 315,\ \tfrac{2835}2\). Projecting the second-order equation on \(\psi_0\) makes its left side vanish. With the angular average \(\overline{\cos^2\theta}=\tfrac13\),

\[
E_2=\langle\psi_0|z|\psi_1\rangle=-\tfrac13\left(\langle r^2\rangle+\tfrac12\langle r^3\rangle\right)=-\tfrac13\left(3+\tfrac{15}4\right)=-\tfrac94 .
\]

**Second order.** With \(\cos^2\theta=\tfrac13+\tfrac23P_2\), the source \(-zg_1+E_2\) becomes

\[
\left(-\tfrac94+\tfrac13r^2+\tfrac16r^3\right)+\left(\tfrac23r^2+\tfrac13r^3\right)P_2 .
\]

Let \(g_2=s(r)+d(r)P_2\), with \(s=\sum s_kr^k\) and \(d=\sum d_kr^k\). Rule (1), matched from the highest power down, gives for \(l=0\)

\[
4s_4=\tfrac16,\quad 3s_3-10s_4=\tfrac13,\quad 2s_2-6s_3=0,\quad s_1-3s_2=-\tfrac94,
\]

so \(s_4=\tfrac1{24}\), \(s_3=\tfrac14\), \(s_2=\tfrac34\), \(s_1=0\). The power \(r^{-1}\) demands \(s_1=0\) as well. This is met because \(E_2=-\tfrac94\), which confirms that value a second time. For \(l=2\)

\[
4d_4=\tfrac13,\quad 3d_3-7d_4=\tfrac23,\quad 2d_2-3d_3=0,\quad d_1=0,
\]

so \(d_4=\tfrac1{12}\), \(d_3=\tfrac5{12}\), \(d_2=\tfrac58\). The constant \(s_0\) is free, since it multiplies \(\psi_0\), which \(H_0-E_0\) annihilates. Take \(s_0=0\):

\[
g_2=\frac{r^4}{24}+\frac{r^3}{4}+\frac{3r^2}{4}+\left(\frac{r^4}{12}+\frac{5r^3}{12}+\frac{5r^2}{8}\right)P_2 .
\]

**Fourth-order energy.** By analogy with \(E_2=\langle\psi_0|z|\psi_1\rangle\), write \(E_4=\langle\psi_0|z|\psi_3\rangle\). The function \(\psi_3\) is driven by \(-z\psi_2\). This source is odd in \(z\), hence orthogonal to \(\psi_0\), so the equation \((H_0-E_0)\psi_3=-z\psi_2\) can be solved as it stands and seems to need no energy term, just as in first order. Then \(\psi_3\) need not be computed. Using \(z\psi_0=-(H_0-E_0)\psi_1\) and moving the Hermitian operator across,

\[
E_4\overset{?}{=}-\langle\psi_1|H_0-E_0|\psi_3\rangle=\langle\psi_1|z|\psi_2\rangle .
\]

For the bracket we need two angular averages, \(\overline{\cos^2\theta}=\tfrac13\) and \(\overline{\cos^2\theta\,P_2}=\tfrac23\cdot\tfrac15=\tfrac2{15}\). They combine \(s\) and \(d\) into

\[
\frac s3+\frac{2d}{15}=\frac{r^4}{40}+\frac{5r^3}{36}+\frac{r^2}3 .
\]

Multiplication by \(-(r^2+\tfrac12r^3)\), the radial part of \(zg_1\), gives

\[
\langle\psi_1|z|\psi_2\rangle=-\left\langle\frac{r^4}{3}+\frac{11r^5}{36}+\frac{17r^6}{180}+\frac{r^7}{80}\right\rangle
=-\left(\frac{15}2+\frac{385}{16}+\frac{119}4+\frac{567}{32}\right)=-\frac{2529}{32}.
\]

The tempting result is \(\gamma=24\cdot2529/32=7587/4\approx1897\).

## Where it fails

The functions \(\psi_1\) and \(\psi_2\) and the bracket are correct. The fault lies in the last step, and the free constant \(s_0\) exposes it. Replace \(\psi_2\) by \(\psi_2+k\psi_0\), an equally good solution of the second-order equation. The supposed energy changes by

\[
k\langle\psi_1|z|\psi_0\rangle=kE_2=-\tfrac94k .
\]

An energy cannot depend on how much \(\psi_0\) we choose to leave in \(\psi_2\), so terms are missing.

They are found by expanding the product \(E(F)\psi(F)\) in full. At third order it contains \(E_2\psi_1\), and at fourth order \(E_2\psi_2\):

\[
(H_0-E_0)\psi_3=-z\psi_2+E_2\psi_1, \tag{2}
\]
\[
(H_0-E_0)\psi_4=-z\psi_3+E_2\psi_2+E_4\psi_0. \tag{3}
\]

That equation (2) without \(E_2\psi_1\) can be solved does not make it the right equation. Solvability tests the component of the source along \(\psi_0\), and \(\psi_1\) has no such component, so the test is blind to this term. Physically, the level has already moved by \(F^2E_2\), and the polarized part of the wave function must satisfy the Schrödinger equation at the moved energy.

The analogy \(E_4=\langle\psi_0|z|\psi_3\rangle\) fails separately. By (3) it requires \(\langle\psi_0|\psi_2\rangle=0\), which the choice \(s_0=0\) does not provide.

## The right solution

Project (3) on \(\psi_0\). The left side vanishes, and

\[
E_4=\langle\psi_0|z|\psi_3\rangle-E_2\langle\psi_0|\psi_2\rangle .
\]

The first-order equation and then (2) remove \(\psi_3\):

\[
\langle\psi_0|z|\psi_3\rangle=-\langle\psi_1|H_0-E_0|\psi_3\rangle=\langle\psi_1|z|\psi_2\rangle-E_2\langle\psi_1|\psi_1\rangle .
\]

Together,

\[
E_4=\langle\psi_1|z|\psi_2\rangle-E_2\left(\langle\psi_1|\psi_1\rangle+\langle\psi_0|\psi_2\rangle\right). \tag{4}
\]

Adding \(k\psi_0\) to \(\psi_2\) now changes the first term by \(kE_2\) and the last by \(-kE_2\), so the energy stays put.

The two new brackets are

\[
\langle\psi_1|\psi_1\rangle=\tfrac13\left\langle r^2+r^3+\tfrac14r^4\right\rangle=\tfrac13\left(3+\tfrac{15}2+\tfrac{45}8\right)=\tfrac{43}8,
\]
\[
\langle\psi_0|\psi_2\rangle=\tfrac1{24}\cdot\tfrac{45}2+\tfrac14\cdot\tfrac{15}2+\tfrac34\cdot3=\tfrac{15}{16}+\tfrac{15}8+\tfrac94=\tfrac{81}{16}.
\]

The \(P_2\) part of \(\psi_2\) drops out of the second one by angular integration. Then

\[
E_4=-\frac{2529}{32}+\frac94\left(\frac{43}8+\frac{81}{16}\right)=-\frac{5058}{64}+\frac{1503}{64}=-\frac{3555}{64}.
\]

The energy through fourth order, with units restored, is

\[
E=-\frac{e^2}{2a}-\frac94a^3\mathcal F^2-\frac{3555}{64}\frac{a^7}{e^2}\mathcal F^4+\dots
\]

and comparison with the definitions gives

\[
\boxed{\alpha=\frac92\,a^3,\qquad \gamma=24\cdot\frac{3555}{64}\,\frac{a^7}{e^2}=\frac{10665}{8}\,\frac{a^7}{e^2}}
\]

In conventional units \(\alpha=0.6668\) Å\(^3\) and \(\gamma=6.71\times10^{-37}\) esu. The tempting value was too large by 42 percent of the correct one.

## A second case, and the sign of \(\gamma\)

Formula (4) used nothing special to hydrogen beyond a nondegenerate level and parity. It can be tried where the energy is known in closed form. Take two states of opposite parity, separated by \(\Delta\) and coupled by \(F\mu_{01}\), with \(\mu_{01}\) real. The lower eigenvalue, measured from the lower unperturbed level, is

\[
E=\frac\Delta2-\sqrt{\frac{\Delta^2}4+\mu_{01}^2F^2}=-\frac{\mu_{01}^2}{\Delta}F^2+\frac{\mu_{01}^4}{\Delta^3}F^4-\dots
\]

Here \(\psi_1=-(\mu_{01}/\Delta)|1\rangle\) and \(E_2=-\mu_{01}^2/\Delta\). The second-order source \(-z\psi_1+E_2\psi_0\) cancels, so we may take \(\psi_2=0\). Formula (4) gives \(E_4=-E_2\mu_{01}^2/\Delta^2=+\mu_{01}^4/\Delta^3\), as it should. The tempting formula gives zero.

In this model \(\gamma=-24\mu_{01}^4/\Delta^3\) is negative: the dipole saturates, since the mixing of two states is limited. Hydrogen has the opposite sign. To see why, choose \(k\) so that \(\psi_2\) becomes orthogonal to \(\psi_0\), and call the result \(\psi_2^\perp\). Projecting the second-order equation on it gives

\[
\langle\psi_1|z|\psi_2^\perp\rangle=-\langle\psi_2^\perp|H_0-E_0|\psi_2^\perp\rangle\le0,
\]

because no state lies below the ground state. Formula (4) then splits into two terms of opposite sign:

\[
E_4=\underbrace{-\frac{4329}{64}}_{\langle\psi_1|z|\psi_2^\perp\rangle}+\underbrace{\frac{774}{64}}_{-E_2\langle\psi_1|\psi_1\rangle}.
\]

The positive term is saturation of the kind already present with two levels, here built from all p states; the pair 1s, 2p\(_0\) alone would give \(\mu_{01}^4/\Delta^3=5.84\), about half of \(774/64=12.09\). The negative term comes from the field carrying the polarized electron on into further excited states of s and d type, including the continuum of ionized states. In hydrogen it is more than five times larger, so the atom becomes easier to polarize as the field grows.

## What the series means

For any \(F>0\) the potential energy \(-1/r+Fz\) falls without limit towards \(z\to-\infty\), and the electron can tunnel out. The level is then a resonance with complex energy \(E_r-i\Gamma/2\), and the series describes its real part at weak field. A rough estimate shows why no order of the series contains the width \(\Gamma\). Leave out the Coulomb tail and follow the electron a distance \(x\) down the field. The barrier above \(E_0\) is \(\tfrac12-Fx\), and the tunnelling probability varies as

\[
\exp\left(-2\int_0^{1/2F}\sqrt{1-2Fx}\;dx\right)=\exp\left(-\frac{2}{3F}\right).
\]

This function and all its derivatives vanish as \(F\to0^+\), so its power series is zero.

The resonance can be computed directly by replacing \(r\) with \(re^{i\vartheta}\) in \(H\). Far down the field the outgoing wave has the phase \(\tfrac23\sqrt{2F}\,x^{3/2}\). After the rotation its modulus falls as \(\exp[-\tfrac23\sqrt{2F}\,x^{3/2}\sin(3\vartheta/2)]\), and an ordinary square-integrable basis can represent it. With 30 radial Laguerre functions for each \(l=0,\dots,14\), \(\vartheta=0.4\), and fields of 0.004, 0.008, 0.012 and 0.016 atomic units, the real energy shifts were fitted by the powers \(F^2\) to \(F^8\). The fit gives \(\alpha=4.500000\) and \(\gamma=1333.14\), against \(10665/8=1333.125\). No perturbation formula enters this calculation, and it clearly rejects 1897.

Perturbation theory in the same basis, without rotation, reproduces \(E_4\) and continues to higher orders, with \(E_6=-4907.8\). The ratios of successive coefficients, from \(E_4/E_2\) to \(E_{12}/E_{10}\), are 24.7, 88.4, 161.8, 244.9 and 340.6. Rising ratios alone do not signal divergence: the convergent two-level series above has ratios of magnitude 1, 2, 2.5, 2.8, 3, … in units of \(\mu_{01}^2/\Delta^2\), which level off towards 4. For hydrogen the steps between ratios grow instead (64, 73, 83, 96), and ratios that grow without bound mean a radius of convergence of zero. Five ratios prove nothing about the limit, but they are what a divergent, asymptotic series would show: useful at small \(F\) when cut off after a few terms.

## A hydrogen atom at 100 MV/cm

The atomic unit of field is 5142.21 MV/cm, so \(F=100/5142.21=0.019447\) and \(F^2=3.782\times10^{-4}\). The quadratic shift \(-\tfrac94F^2=-8.509\times10^{-4}\) atomic units is \(-23.154\) meV. The quartic shift is smaller by the factor

\[
\frac{E_4F^2}{E_2}=\frac{3555/64}{9/4}\,F^2=24.69\times3.782\times10^{-4}=0.00934,
\]

which makes it \(-0.2162\) meV.

The induced dipole shows the nonlinearity more strongly. Since \(\partial H/\partial F=z\) and the electron is negative, the dipole in units of \(ea\) is

\[
\mu=-\langle z\rangle=-\frac{dE}{dF}=\alpha F+\frac{\gamma}{6}F^3=0.087511+0.001634=0.089145 .
\]

The cubic part is 1.87 percent of the linear part, twice the ratio found in the energy, because differentiation brings down a 4 against a 2. The expectation value of \(-z\) in the rotated resonance function is 0.089235. The excess of about \(9\times10^{-5}\) is mostly the next term, \(-6E_6F^5=8.2\times10^{-5}\).

**What is left out.** The real part of the computed resonance energy differs from the result through \(F^4\) by \(-0.0077\) meV, or 3.6 percent of the quartic shift; the sixth-order term supplies \(-0.0072\) meV of this. Tunnelling is negligible for the energy here: the largest width found at three rotation angles is about \(6\times10^{-9}\) meV, which corresponds to a lifetime \(\hbar/\Gamma\) of about 0.1 ms. Such a small number is sensitive to rounding, so it should be read as the size of the width and not as a precise value. At 200 MV/cm the width is 0.069 meV and the lifetime about 10 ps. Doubling the field thus raises the width roughly ten-million-fold, in line with the rough exponential, which grows by \(e^{17.1}\approx3\times10^7\).

The moving proton matters more than its mass suggests. The atom is neutral, so a uniform field does not couple to its centre of mass, and the relative motion obeys the same \(H\) with \(m\) replaced by the reduced mass. Since \(a\propto1/m\), \(\alpha\propto a^3\) rises by 0.163 percent and \(\gamma\propto a^7\) by 0.382 percent. The first correction changes the quadratic shift by \(-0.038\) meV, which is 17.5 percent of the whole quartic shift. Anyone who subtracts the fixed-nucleus quadratic shift from a total shift at this one field would overestimate \(\gamma\) by about that much from this cause alone. Relativistic corrections should be of relative order \((e^2/\hbar c)^2=5.3\times10^{-5}\). Applied to the quadratic shift, this scale gives about 0.001 meV; its numerical coefficient has not been computed here.

**Beside a real case.** A field of 100 MV/cm is 10 V/nm, of the order of the fields near the sharp metal tips used for field ionization. Steady field emission of electrons usually works at lower fields, a few V/nm, and bulk insulators usually break down at fields far below 10 V/nm. Near a tip the field is not uniform. If the tip is taken as a sphere of radius 50 nm, the field falls as the inverse square of the distance from its centre. An atom 1 nm out from the surface then feels \((50/51)^2=0.96\) of the surface field, which lowers the quadratic shift by 8 percent and the quartic shift by 15 percent. The attraction of the atom to the metal is also missing from the model, so the numbers above belong to a free atom in a stated local field. The computed values are collected in the numerical output below.

## Computed results

```
E2 = -9/4 a.u.
<psi1|psi1> = 43/8 a.u.
<psi0|psi2> = 81/16 a.u.
<psi1|z|psi2> = -2529/32 a.u.
E4 = -3555/64 a.u. = -55.546875 a.u.
alpha = 9/2 a.u.
gamma = 10665/8 a.u. = 1333.125 a.u.
alpha = 0.6668 cubic angstrom
gamma = 6.7145e-37 esu (cm^7/esu^2)
E2 from matrix perturbation theory = -2.25000000 a.u.
E4 from matrix perturbation theory = -55.546875 a.u.
E6 from matrix perturbation theory = -4907.771 a.u.
ratios E4/E2, E6/E4, ..., E12/E10 = 24.7, 88.4, 161.8, 244.9, 340.6 a.u.
alpha from finite-field resonance energies = 4.500000 a.u.
gamma from finite-field resonance energies = 1333.14 a.u.
example field = 100 MV/cm
atomic unit of field = 5142.21 MV/cm
example field F = 0.019447 a.u.
quadratic shift = -23.1544 meV
quartic shift = -0.2162 meV
quartic/quadratic shift = 0.934 percent
sixth-order shift = -0.00722 meV
whole remainder after F^4 = -0.00771 meV
linear dipole alpha F = 0.087511 e a0
cubic dipole gamma F^3/6 = 0.001634 e a0
cubic/linear dipole = 1.867 percent
dipole from resonance wave function = 0.089235 e a0
numerical ceiling on width at F = 6.0e-09 meV
width at 2F (200 MV/cm) = 0.0687 meV
lifetime at 2F (200 MV/cm) = 9.58e-03 ns
proton-mass correction to alpha = 0.163 percent
proton-mass correction to gamma = 0.382 percent
proton-mass change of quadratic shift = -0.0379 meV
that change / quartic shift = 17.5 percent
relativistic scale (fine-structure constant)^2 = 5.33e-05
that scale times quadratic shift = -0.00123 meV
```
